# Magnetic Catalysis from the Lowest Landau Level in 2+1 Dimensions, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The condensate left behind by a vanishing mass

### 1. The physical situation

Consider charged fermions confined to a plane, with the linear energy–momentum relation $E=\pm c|\mathbf p|$ of massless particles. In the vacuum state all negative-energy states are filled and all positive-energy states are empty. A small mass $m$ opens a gap between the two sets. Without a magnetic field there are few states near zero energy, and the vacuum responds weakly: its response vanishes with the mass.

A uniform magnetic field perpendicular to the plane changes the situation. It gathers the states into discrete Landau levels, and one of these levels sits at zero energy when $m=0$. It holds a finite number of states per unit area, half of them filled. A mass, however small, splits this level and decides which half is filled. The question is what remains of the response when the mass is then taken to zero.

The response is measured by the condensate $\langle\bar\psi\psi\rangle$, the vacuum value of the operator that multiplies the mass energy in the Hamiltonian. For a four-component fermion the answer is

$$
\lim_{m\to0^+}\langle\bar\psi\psi\rangle=-\frac{eB}{2\pi\hbar},
$$

which reads $-eB/2\pi$ in units with $\hbar=1$. It is a number per area. The conditions are zero temperature, zero chemical potential, and an ultraviolet cutoff that is held fixed while $m\to0$. The symbol $eB$ stands for the positive quantity $|qB|$, where $q$ is the charge of the particle, of either sign.

### 2. Hamiltonian and conventions

The one-particle Hamiltonian is

$$
H=c\,(\alpha_1\Pi_1+\alpha_2\Pi_2)+\beta M,\qquad \Pi_i=p_i-qA_i,\qquad M=mc^2 .
$$

The energy $M$ carries the sign of $m$. The Dirac matrices are written as products of Pauli matrices. The first factor acts on a block label and the second on the two components within a block:

$$
\gamma^0=\sigma_3\otimes\sigma_3,\qquad
\gamma^1=\sigma_3\otimes i\sigma_1,\qquad
\gamma^2=\sigma_3\otimes i\sigma_2 .
$$

In a product of two of these matrices the first factors give $\sigma_3^2=1$. The second factors anticommute when they differ, and their squares are $1$, $-1$ and $-1$. These are the required relations $\gamma^\mu\gamma^\nu+\gamma^\nu\gamma^\mu=2g^{\mu\nu}$ with $g=\mathrm{diag}(1,-1,-1)$.

With $\beta=\gamma^0$ and $\alpha_i=\gamma^0\gamma^i$, the products $\sigma_3\sigma_1=i\sigma_2$ and $\sigma_3\sigma_2=-i\sigma_1$ give

$$
\alpha_1=1\otimes i(i\sigma_2)=-1\otimes\sigma_2,\qquad
\alpha_2=1\otimes i(-i\sigma_1)=1\otimes\sigma_1,\qquad
\beta=\sigma_3\otimes\sigma_3 .
$$

Since $\bar\psi=\psi^\dagger\gamma^0$, the operator of interest is $\bar\psi\psi=\psi^\dagger\beta\psi$. For quantized fields its factors must be ordered, and the charge-symmetric choice is used:

$$
\bar\psi\psi\;\equiv\;\tfrac12\sum_{a,b}\beta_{ab}\left(\psi_a^\dagger\psi_b-\psi_b\psi_a^\dagger\right).
$$

### 3. The symmetry that a mass breaks

The kinetic matrices $\alpha_1$ and $\alpha_2$ act as the identity on the block label. They therefore commute with the four matrices $1\otimes1$ and $\sigma_a\otimes1$, $a=1,2,3$. These generate the unitary rotations of the two blocks into each other, the group U(2), and this is a symmetry of $H$ at $m=0$. The magnetic field does not disturb it, because the field enters through $\Pi_i$ alone.

The mass matrix behaves differently. Because $\sigma_1$ and $\sigma_2$ anticommute with $\sigma_3$,

$$
(\sigma_{1}\otimes1)\,\beta=-\beta\,(\sigma_{1}\otimes1),\qquad
(\sigma_{2}\otimes1)\,\beta=-\beta\,(\sigma_{2}\otimes1),
$$

while $\sigma_3\otimes1$ and the identity commute with $\beta$. A mass thus reduces U(2) to the separate phase rotations of the two blocks, U(1)×U(1). The two lost generators are the chiral ones in this setting.

They also show why the condensate is an order parameter. The symmetry operation $U=\sigma_1\otimes1$ gives $U^\dagger\beta U=-\beta$. A state that is invariant under $U$ must therefore have $\langle\bar\psi\psi\rangle=-\langle\bar\psi\psi\rangle=0$. A nonzero value means that the state does not share the symmetry of the massless Hamiltonian.

Four components are needed for this. The $\gamma$ matrices of a single block are proportional to the three Pauli matrices, and no nonzero $2\times2$ matrix anticommutes with all three.

### 4. Ladder operators

Since $\beta$ is $+\sigma_3$ in the first block and $-\sigma_3$ in the second, $H$ consists of two blocks $h(\mu)$ with $\mu=+M$ and $\mu=-M$:

$$
h(\mu)=c(-\sigma_2\Pi_1+\sigma_1\Pi_2)+\mu\sigma_3
=\begin{pmatrix}\mu&D^\dagger\\ D&-\mu\end{pmatrix},\qquad
D=-ic(\Pi_1+i\Pi_2).
$$

The lower left element can be checked directly: $-\sigma_2$ contributes $-ic\Pi_1$ and $\sigma_1$ contributes $c\Pi_2$, and $-ic\cdot i\Pi_2=c\Pi_2$.

The field enters through the commutator of the kinetic momenta. With $p_i=-i\hbar\partial_i$,

$$
[\Pi_1,\Pi_2]=-q[p_1,A_2]-q[A_1,p_2]
=i\hbar q(\partial_1A_2-\partial_2A_1)=i\hbar qB .
$$

Take $qB>0$ first, so that $qB=eB$, and define

$$
a=\frac{\Pi_1+i\Pi_2}{\sqrt{2\hbar eB}},\qquad
[a,a^\dagger]=\frac{-2i[\Pi_1,\Pi_2]}{2\hbar eB}=\frac{-2i\cdot i\hbar eB}{2\hbar eB}=1 .
$$

So $a$ is an oscillator lowering operator, with number states $|n\rangle$ for $n=0,1,2,\dots$. In terms of it,

$$
D=-i\varepsilon a,\qquad D^\dagger=i\varepsilon a^\dagger,\qquad
\varepsilon=c\sqrt{2\hbar eB}.
$$

The energy $\varepsilon$ is the distance from zero to the first excited Landau level of the massless particle.

### 5. The levels

For $n\ge1$, the spinors $(|n\rangle,0)$ and $(0,|n-1\rangle)$ are mapped among themselves, because $a|n\rangle=\sqrt n\,|n-1\rangle$ and $a^\dagger|n-1\rangle=\sqrt n\,|n\rangle$. In this pair of states

$$
h(\mu)=\begin{pmatrix}\mu&i\varepsilon\sqrt n\\-i\varepsilon\sqrt n&-\mu\end{pmatrix}.
$$

The trace is zero and the determinant is $-(\mu^2+n\varepsilon^2)$. The two energies are therefore $\pm E_n$ with

$$
E_n=\sqrt{M^2+n\varepsilon^2},\qquad n\ge1,
$$

the same in both blocks because $\mu^2=M^2$.

For $n=0$ there is no partner state, since $a|0\rangle=0$. The spinor $(|0\rangle,0)$ is by itself an eigenstate, with energy $\mu$. This is the lowest Landau level, abbreviated LLL. In the first block it lies at $+M$ and in the second at $-M$. Each block thus has a single LLL energy, without a mirror image of opposite sign.

If $qB<0$, the commutator changes sign and $\Pi_1-i\Pi_2$ becomes the lowering operator. The zero mode is then the lower component, $(0,|0\rangle)$, with energy $-\mu$. The two blocks exchange their LLL energies, and the levels with $n\ge1$ keep theirs.

The condensate needs the expectation value of $\beta$ in each eigenstate. Since $\beta$ anticommutes with $\alpha_1$ and $\alpha_2$, and $\beta^2=1$,

$$
\beta H+H\beta=2M .
$$

In a normalized eigenstate of energy $E$ the left side has the expectation value $2E\langle\beta\rangle$. Hence

$$
\langle\beta\rangle=\frac{M}{E}
$$

for every eigenstate with $E\neq0$. For $n\ge1$ this is a small number when the mass is small. In the LLL $E=\pm M$, so $\langle\beta\rangle=\pm1$ for any nonzero mass. The LLL states are completely polarized in $\beta$.

### 6. The number of states per area

Choose the Landau gauge $\mathbf A=(0,Bx)$ and plane waves $e^{iky}$. For $qB>0$,

$$
\Pi_1=-i\hbar\frac{d}{dx},\qquad \Pi_2=\hbar k-eBx=-eB(x-X),\qquad X=\frac{\hbar k}{eB}.
$$

The momentum $k$ enters only through the centre $X$. The oscillator functions are $\varphi_n(x-X)$, each normalized to one in $x$. Summing a full level over all $k$ gives the density

$$
\int\frac{dk}{2\pi}\,|\varphi_n(x-X)|^2
=\frac{eB}{2\pi\hbar}\int dX\,|\varphi_n(x-X)|^2=\frac{eB}{2\pi\hbar}\equiv N ,
$$

because $dk=(eB/\hbar)\,dX$. The result depends neither on $x$ nor on $n$. For $qB<0$ the centre is at $-\hbar k/eB$, and the same count follows.

The local density of $\beta$ is also uniform. In block $s=\pm1$, a spinor $(u\varphi_n,v\varphi_{n-1})$ contributes $s(|u|^2|\varphi_n|^2-|v|^2|\varphi_{n-1}|^2)$. The sum over $k$ turns this into $Ns(|u|^2-|v|^2)=N\langle\beta\rangle$. Each full level therefore contributes $N$ times its expectation value.

### 7. The vacuum value

Expand the field in eigenstates, $\psi=\sum_i b_iu_i$, where $b_i$ removes a particle from state $i$. In a state with definite occupations $f_i=0$ or $1$,

$$
\langle b_i^\dagger b_i-b_ib_i^\dagger\rangle=f_i-(1-f_i)=2f_i-1 .
$$

The ordered operator therefore has the value

$$
\langle\bar\psi\psi\rangle=\tfrac12\sum_i(2f_i-1)\,u_i^\dagger\beta u_i
=-\tfrac12\sum_i\mathrm{sgn}(E_i)\,u_i^\dagger\beta u_i .
$$

The last form holds in the vacuum, where $f_i=1$ for $E_i<0$ and $f_i=0$ for $E_i>0$.

**Lowest Landau level.** Each block has one LLL energy with $|E|=|M|$. It contributes

$$
-\tfrac12N\,\mathrm{sgn}(E)\frac{M}{E}=-\tfrac12N\frac{M}{|M|}=-\tfrac12N\,\mathrm{sgn}(m).
$$

The two blocks together give $-N\,\mathrm{sgn}(m)$. For $m>0$ and $qB>0$ the picture is as follows. The first block has an empty LLL at $+M$ with $\beta=+1$, and the second has a filled LLL at $-M$ with $\beta=-1$. The empty and the filled level each contribute $-N/2$. Counting the filled LLL alone would give $-N$ as well, since $\beta$ summed over the two LLLs is zero.

**Higher levels.** For each $n\ge1$ and each block there are two energies, $+E_n$ and $-E_n$. For both of them $\mathrm{sgn}(E)\,M/E=M/E_n$. One block thus gives $-\tfrac12N\cdot2M/E_n$, and two blocks give $-2NM/E_n$. Altogether,

$$
\langle\bar\psi\psi\rangle=-N\left[\mathrm{sgn}(m)+2\sum_{n\ge1}\frac{M}{E_n}\right].
$$

### 8. The limit of zero mass

The sum over $n$ diverges, because its terms fall off only as $n^{-1/2}$. A cutoff energy $\Lambda$ is therefore part of the definition. Let each state carry the weight $\mathrm{erfc}(|E|/\Lambda)$, where

$$
\mathrm{erfc}(x)=\frac{2}{\sqrt\pi}\int_x^\infty e^{-t^2}dt
$$

is near one for energies far below $\Lambda$ and falls rapidly above it. Since $E_n\ge\sqrt n\,\varepsilon$ and erfc decreases, the higher levels obey

$$
2\sum_{n\ge1}\frac{|M|}{E_n}\,\mathrm{erfc}\!\left(\frac{E_n}{\Lambda}\right)
\le\frac{2|M|}{\varepsilon}\sum_{n\ge1}\frac{1}{\sqrt n}\,
\mathrm{erfc}\!\left(\frac{\sqrt n\,\varepsilon}{\Lambda}\right).
$$

The sum on the right converges and does not contain the mass. At fixed $\Lambda$ the higher levels therefore vanish at least as fast as $|M|$, while the LLL weight $\mathrm{erfc}(|M|/\Lambda)$ tends to one. Hence

$$
\lim_{m\to0^\pm}\langle\bar\psi\psi\rangle=\mp N=\mp\frac{eB}{2\pi\hbar}.
$$

The whole limit comes from the LLL.

### 9. Which state the limit selects

At $m=0$ the LLLs of both blocks lie at zero energy, and the vacuum is no longer unique. Let $f_1$ and $f_2$ be the filled fractions of the LLL in the two blocks, for $qB>0$. With $\beta=+1$ in the first and $-1$ in the second, the LLL part is

$$
\tfrac12N\left[(2f_1-1)-(2f_2-1)\right]=N(f_1-f_2).
$$

At half filling $f_1+f_2=1$, and values from $-N$ to $N$ cost the same energy. Equal filling gives zero. The limit $m\to0^+$ selects $f_1=0$ and $f_2=1$. It shows that the massless level is ready to be polarized by an infinitesimal mass, but without interactions it does not produce a mass.

The formula also shows the role of the chemical potential. If it lies above $|M|$ but below $E_1$, both LLLs are filled, $f_1=f_2=1$, and their contribution is zero. The result requires the chemical potential to lie inside the mass gap.

### 10. A check without Landau-level formulas

The level structure, the degeneracy and the sign can be tested together by diagonalizing the Dirac operator on a grid in $x$ for a set of momenta $k$, then adding the local values of $-\tfrac12\mathrm{sgn}(E)\,u^\dagger\beta u$ at one point. With a mass energy of $10^{-4}\,\varepsilon/\sqrt2$, the near-zero states give $-0.500\,N$ in each block. All other states together give $-0.0023\,N$, and this share grows tenfold when the mass does. Reversing the mass reverses the total, and reversing the field leaves it unchanged. The values are listed in the numerical output.

The small remainder has no universal value: the sum behind it diverges without a cutoff, and here the grid and the finite range of $k$ supply one.

## Part II. Finite mass, temperature, and a mass from interactions

### 11. Symbols and results carried over

The fermion has charge $q$, $eB=|qB|$, and mass energy $M=mc^2$. The LLL of each block holds $N=eB/(2\pi\hbar)$ states per area. The Landau energy is $\varepsilon=c\sqrt{2\hbar eB}$, and the higher levels lie at $\pm E_n$ with $E_n=\sqrt{M^2+n\varepsilon^2}$ in both blocks. With the weight $\mathrm{erfc}(|E|/\Lambda)$ on each state, the vacuum condensate for $M>0$ is

$$
C_\Lambda(M)=-N\left[\mathrm{erfc}\!\left(\frac M\Lambda\right)
+2\sum_{n\ge1}\frac{M}{E_n}\,\mathrm{erfc}\!\left(\frac{E_n}{\Lambda}\right)\right].
$$

It tends to $-N$ as $M\to0^+$ at fixed $\Lambda$. For negative $M$ it changes sign. From here on $M>0$ unless stated otherwise.

### 12. Separating the zero-field part

Part of $C_\Lambda$ is present without any field. At $B=0$ each block has plane waves of energies $\pm E$, $E=\sqrt{M^2+c^2p^2}$, and again $\langle\beta\rangle=M/E$ with the sign of the energy included. Two blocks with two signs each, and the factor $\tfrac12$ from the ordering, give

$$
C_\Lambda^{(0)}(M)=-2\int\frac{d^2p}{(2\pi\hbar)^2}\,\frac ME\,
\mathrm{erfc}\!\left(\frac E\Lambda\right)
=-\frac{M}{\pi\hbar^2c^2}\int_M^\infty dE\,\mathrm{erfc}\!\left(\frac E\Lambda\right).
$$

The second form uses $d^2p=2\pi p\,dp$ and $p\,dp=E\,dE/c^2$. Integration by parts gives $\int_0^\infty\mathrm{erfc}(x)\,dx=1/\sqrt\pi$. For $M\ll\Lambda$, therefore,

$$
C_\Lambda^{(0)}(M)\simeq-\frac{M}{\pi\hbar^2c^2}\left(\frac{\Lambda}{\sqrt\pi}-M\right).
$$

This grows with the cutoff, but it vanishes with the mass when the cutoff is fixed. It will be useful that $\varepsilon^2=2\hbar eBc^2$ implies

$$
N=\frac{\varepsilon^2}{4\pi\hbar^2c^2},\qquad\text{so}\qquad
\frac{1}{\pi\hbar^2c^2}=\frac{4N}{\varepsilon^2}.
$$

The zero-field part is small compared with $N$ when $4M\Lambda/(\sqrt\pi\,\varepsilon^2)\ll1$. That is the condition for the LLL to dominate the full condensate when $\Lambda\gg\varepsilon$. Taking $\Lambda\to\infty$ at fixed mass violates it.

At fixed cutoff, the free-fermion condensate tends to $\mp eB/(2\pi\hbar)$ as $m\to0^\pm$, entirely from the lowest Landau level, and the part present without a field has been identified. What remains is the field-induced part at finite mass, the effect of temperature, and the mass that an interaction can generate.
